Why frozen zero-point displacements give a metal false resistance at zero temperature

**Question.** The resistivity of a metal can be computed by displacing the atoms of a large cell along its phonon modes, each with a random amplitude of the quantum thermal variance, and letting electrons scatter from the static pattern. At zero temperature the zero-point variance remains, and so does a resistance. Inelastic Boltzmann scattering by the same phonons gives none. Why do the two differ, and by how much?

**The mechanism**

Consider harmonic phonons in equilibrium, a perfect crystal in its normal state, and a coupling gx to each mode, where x = b + b†. In atomic units, with temperature T measured as an energy, a mode of energy ω has occupation n = 1/(e^y − 1), where y = ω/T. Its variance is

⟨x²⟩ = ⟨bb†⟩ + ⟨b†b⟩ = (n + 1) + n = 2n + 1,

which is 1 at T = 0.

Let the lattice start in its ground state |0⟩. Summing the scattering strength over all final lattice states |m⟩ gives

Σ_m |⟨m|x|0⟩|² = ⟨0|x²|0⟩ = 1.

The term m = 0 vanishes because ⟨0|x|0⟩ = 0. The whole weight lies in the one-phonon state, which costs the electron an energy ω. A frozen calculation keeps the sum and drops the cost: it puts the full variance into elastic scattering. To leading order in g, the zero-point variance measures an ability to receive energy, and an electron at the Fermi level at T = 0 has none to give.

At finite temperature, absorption of a phonon has strength n and emission n + 1. Two separate things happen on cooling. Phonon depletion, n → 0, stops absorption but leaves spontaneous emission with strength 1. Pauli blocking stops that emission, because the states below the Fermi level are full. Both are needed.

**Why Pauli blocking does not rescue the frozen lattice**

Let f and f′ be the occupations of two electron states. A static potential has equal rates in both directions, so the net flow is proportional to

f(1 − f′) − f′(1 − f) = f − f′.

The blocking factors cancel. For phonons they do not. If the second state lies lower by ω, the net flow out of the first is proportional to

(n + 1)f(1 − f′) − n f′(1 − f).

Its derivative with respect to f is the relaxation factor for emission:

(n + 1)(1 − f′) + n f′ = n + 1 − f(ε − ω).

For a state higher by ω, n and n + 1 change places, which gives n + f(ε + ω) for absorption. At T = 0 and at the Fermi level these factors are 1 − 1 = 0 and 0 + 0 = 0.

Setting the atoms in motion is not enough to cure the fault. A classical vibration with the same variance has strength n + ½ in both directions. The flow is again proportional to f − f′, and the two factors add to 2n + 1. What matters is the asymmetry between n and n + 1, which a classical displacement lacks.

**The two rates**

Take a density of states that is flat over the phonon energy. Let F(ω) be the Eliashberg function, the squared coupling summed over final states on the Fermi surface, and let F_tr(ω) be the same sum weighted by 1 − cos θ, where θ is the scattering angle. This weight is the fraction of drift momentum lost in a collision. The frozen rate follows from the golden rule:

Γ_F = 2π ∫ F_tr(ω) W_F dω,  W_F = 2n + 1 = coth(y/2).

For the Boltzmann rate, write the deviation from equilibrium as δf = f(1 − f)Φ/T. Then f/(1 − f) changes by the fraction Φ/T. With w and w′ the forward and backward rates, the net flow between two states is

(1 − f)(1 − f′)[w f/(1 − f) − w′ f′/(1 − f′)].

The bracket vanishes in equilibrium, so to first order the flow is P(Φ − Φ′)/T, where P = w f(1 − f′) is the equilibrium flow one way. Take Φ proportional to the velocity along the field and independent of energy. Since ∫ f(1 − f) dε/T = 1, the momentum-loss rate has the weight

W_B = (1/T) ∫ dε {n f(ε)[1 − f(ε + ω)] + (n + 1) f(ε)[1 − f(ε − ω)]}.

To do the first integral, put f′ = f(ε + ω). From f/(1 − f) = e^(−ε/T) it follows that f′(1 − f) = e^(−y) f(1 − f′). Therefore

f − f′ = f(1 − f′)(1 − e^(−y)),  so f(1 − f′) = (n + 1)(f − f′).

Since ∫(f − f′)dε = ω, the integral is ω(n + 1). The second, after a shift of ε by ω, is smaller by e^(−y) and equals ωn. Absorption and emission thus each contribute ωn(n + 1), as detailed balance requires, and

W_B = 2y n(n + 1) = y/[2 sinh²(y/2)].

Dividing by W_F gives

W_B/W_F = y/[2 sinh(y/2) cosh(y/2)] = y/sinh y.

Direct quadrature of the energy integrals gives 0.851 for this ratio at y = 1 and 0.00091 at y = 10.

The energy-independent Φ is a trial solution, but it suffices for the limit. Write the Boltzmann equation as CΦ = X, where X is the drive by the field. The operator C is symmetric, and ⟨Φ,CΦ⟩ is a sum of terms P(Φ − Φ′)², so it is not negative. For any trial function Φ_t the Cauchy–Schwarz inequality gives

⟨X,Φ_t⟩² = ⟨Φ,CΦ_t⟩² ≤ ⟨Φ,CΦ⟩⟨Φ_t,CΦ_t⟩.

The conductivity is proportional to ⟨X,Φ⟩ = ⟨Φ,CΦ⟩, so it is at least the trial value. The trial resistivity is an upper bound, and when it goes to zero the full one does too.

**When freezing is allowed**

For small y,

W_F ≈ (2/y)(1 + y²/12),  W_B ≈ (2/y)(1 − y²/12).

Freezing therefore requires ω ≪ T. That phonons are slow on the scale of the Fermi energy is not sufficient. The displacements must also keep the correlations of the phonon modes: when the modes disperse, atoms moved independently, with the same variance per atom, scatter differently even at high temperature (twice as strongly in the Debye model below). For dispersionless modes the sites are uncorrelated and the two prescriptions agree, which is the case of the chain below. The classical variance, 2T/ω = 2/y, lies midway: its leading relative error is y²/12, against y²/6 for the quantum variance. It also vanishes at T = 0, though only linearly in T.

Subtracting the zero-temperature result is no cure. It leaves the weight 2n = (2/y)(1 − y/2 + …), whose error at high temperature is of first order in y.

**Where the zero-point rate is real**

An electron with excess energy ε above a cold Fermi sea can emit any phonon with ω < ε. Its relaxation factors are then 1 for emission and 0 for absorption, so

Γ(ε) = 2π ∫₀^ε F(ω) dω.

Once ε exceeds the highest phonon energy, this equals the frozen decay rate. Freezing gives electrons at the Fermi level the decay of hot electrons.

**Two checks in a chain**

Take a chain with hopping t = 1 eV and an electron at E = −1.2 eV. With the lattice spacing as unit of length, its speed is v = √(4t² − E²) = 1.6 eV. A single site shifted by V transmits the fraction v²/(v² + V²), so −ln(transmission) ≈ V²/v². The shifts of different sites are independent and have zero mean, so to order g² the interference terms between sites average out of the logarithm. With frozen shifts of variance g², N sites give

⟨−ln(transmission)⟩ = N g²/v².

For g = 0.1 eV and N = 150 this is 1.5/2.56 = 0.586. Transfer matrices for 20000 random chains give 0.585 ± 0.004, so the zero-point pattern does scatter as the golden rule says.

Now let the electron meet one quantum oscillator in its ground state, with g = 0.05 eV, solved with its phonon states included. The frozen average predicts a reflection of 9.7 × 10⁻⁴. With ω = 0.04 eV emission is possible, and the quantum result is 9.9 × 10⁻⁴. With ω = 1.5 eV at the same g and E, emission would put the electron below the band. Reflection falls to 7.4 × 10⁻⁷ and scales as g⁴ instead of g².

What remains is a virtual emission and reabsorption, which shifts the site energy by an amount of order g². In a crystal this leading shift is the same in every cell and causes no resistance. The band edge here stands in for the Fermi sea, which a one-electron problem does not contain.

**The numbers for a simple metal**

Take rough values in the regime of aluminium: phonon cutoff ω_D = 0.036 eV, coupling λ = 0.4 and plasma energy 12 eV. In an isotropic Debye model with the cutoff at momentum transfer 2k_F, F = λ(ω/ω_D)². Because 1 − cos θ = 2 sin²(θ/2) = 2(ω/ω_D)², F_tr = 2λ(ω/ω_D)⁴. The frozen rate at T = 0 is

Γ_F = 2π · 2λω_D/5 = 4π(0.4)(0.036 eV)/5 = 0.0362 eV.

With ħ restored and energies in eV, the Drude resistivity is

ρ = ħΓ/[ε₀(ħω_p)²] = (6.58 × 10⁻¹⁶ × 0.0362)/(8.85 × 10⁻¹² × 144) Ω m = 1.9 µΩ cm.

The low-temperature Boltzmann rate of the trial solution follows from n(n + 1) = −dn/dy and one integration by parts:

Γ_B = (8πλT⁵/ω_D⁴) ∫₀^∞ y⁵ n(n + 1) dy = 960π ζ(5) λT⁵/ω_D⁴,

since the integral is 5∫y⁴n dy = 120ζ(5). The subtracted frozen weight 2n also gives T⁵, but with ∫y⁴n dy = 24ζ(5), so it is five times too small as T → 0. The full solution approaches this law only in that limit: it lies 0.4 % below it at 5 K and 7 % below it at 20 K.

Resistivities in µΩ cm, with the Boltzmann equation solved for its full energy dependence:

- 20 K: Boltzmann 0.00055, frozen quantum 1.87, frozen classical 0.22
- 100 K: Boltzmann 0.39, frozen quantum 2.02, frozen classical 1.12
- 300 K: Boltzmann 2.99, frozen quantum 3.71, frozen classical 3.35
- 600 K: Boltzmann 6.53, frozen quantum 6.89, frozen classical 6.71

At 300 K the quantum variance overestimates the Boltzmann value by 24 % and the classical variance by 12 %, in line with the factor of two derived above. In the trial solution, phonon scattering reaches the false zero-point value only at about 210 K. The trial result exceeds the full one by 36 % at 50 K and by less than 1 % at 300 K. At 600 K the full value lies above the bound by about 2 parts in 10⁵. This is a grid error: the full solution uses the trapezoidal rule with 40 steps in ω, which overestimates the integral of the nearly cubic F_tr W_B by a fraction of about (1/40)², or 6 parts in 10⁴.

**The real metal**

The room-temperature resistivity of aluminium is roughly 3 µΩ cm, so the model has the right size. The residual resistivity of very pure samples is far below 1.9 µΩ cm. What remains there comes from static defects, for which elastic scattering is the right description. Aluminium also becomes superconducting near 1 K, outside this treatment.

The false resistivity scales as λω_D/ω_p², so a 10 % change in plasma energy moves it by about 20 %. In aluminium the Debye wavevector (about 1.5 Å⁻¹) lies well below 2k_F (about 3.5 Å⁻¹), so large-angle scattering there is umklapp, and the cutoff at 2k_F is only a stand-in for it. The real phonon branches and umklapp processes would change F_tr, by an amount not computed here. With the free-electron density fixed by the plasma energy, which gives k_F = 1.46 Å⁻¹ and E_F = 8.1 eV (three free electrons per atom in aluminium give 1.75 Å⁻¹ and 11.7 eV), the other neglected effects are small:

- over a phonon energy the density of states changes by a fraction of order ω_D/E_F = 0.0045;
- the multiphonon parameter (2k_F)²⟨u²⟩, where u is the displacement along one axis, is 0.027 at T = 0, but it grows to 0.08 at 300 K and 0.16 at 600 K, where the one-phonon treatment is less accurate (with k_F = 1.75 Å⁻¹ the three values are 0.04, 0.12 and 0.23);
- the interference parameter 1/(k_Fℓ) is 0.002, for a frozen mean free path ℓ of about 310 Å.

Electron–electron collisions have a rate of order (πT)²/E_F, which equals the phonon momentum-loss rate near 14 K and exceeds it below. Those that conserve the total electron momentum cause no resistance by themselves in this isotropic model. Together with phonons they can raise the resistivity, but not above the trial value. The rate of all electron–electron collisions vanishes at T = 0. Phonons dragged along by the electrons add freedom to the variational problem and can only lower the Boltzmann resistivity. None of these corrections restores the zero-point resistance. The remaining values are in the numerical output.

Computed values

```
INPUT (rough, aluminium regime)
phonon cutoff 0.036 eV, coupling 0.4, plasma energy 12.0 eV, mass 27 u
BOLTZMANN / FROZEN WEIGHT, from phase-space quadrature
w/kT =  0.5: ratio 0.95952
w/kT =  1.0: ratio 0.85092
w/kT =  5.0: ratio 0.06738
w/kT = 10.0: ratio 0.00091
FROZEN CHAIN with zero-point variance
hopping 1.0 eV, energy -1.2 eV, g 0.10 eV, 150 sites, 20000 samples
mean -ln(transmission) 0.5845 +- 0.0036; golden rule 0.5859
ONE OSCILLATOR, ground state: reflection probability
g 0.05 eV; frozen average 9.737e-04
emission open   (w = 0.04 eV): 9.927e-04, power of g 1.997
emission closed (w = 1.50 eV): 7.432e-07, power of g 4.002
DECAY RATE at 1 K against excess energy
excess 0.000 eV: rate 1.044e-08 eV
excess 0.018 eV: rate 3.771e-03 eV
excess 0.054 eV: rate 3.016e-02 eV
frozen displacements, any energy: 3.016e-02 eV
SPURIOUS ZERO-POINT RESISTANCE at T = 0
rate 0.0362 eV, resistivity 1.868 micro-ohm cm
RESISTIVITY (micro-ohm cm)
T (K)  Boltz.trial  Boltz.full  frozen quantum  frozen classical
  20   5.8462e-04  5.4531e-04  1.8685  0.2236
  50   4.8238e-02  3.5560e-02  1.8789  0.5590
 100   4.8463e-01  3.8616e-01  2.0235  1.1181
 300   3.0176e+00  2.9932e+00  3.7071  3.3542
 600   6.5310e+00  6.5311e+00  6.8880  6.7084
trial Boltzmann equals zero-point value at 207.5 K
NEGLECTED EFFECTS (free-electron density from plasma energy)
Fermi energy 8.09 eV, k_F 1.457 1/angstrom
cutoff / Fermi energy 0.0045
zero-point rms displacement per axis 0.0568 angstrom
multiphonon parameter (2 k_F)^2 <u^2> 0.0274
frozen mean free path at T = 0 307 angstrom
interference parameter 1/(k_F path) 0.00224
electron-electron scale equals phonon rate at 13.7 K
```
